# Surface stress from the stress tensor of a slab supercell, part 2

The aim is the surface stress \(f_{\alpha\beta}\) of a relaxed fcc(001) slab from the stress \(\sigma_{\alpha\beta}\) of its periodic cell. Units are Hartree atomic units; positive stress is tensile. The slab has \(N\) one-atom layers, two equivalent faces, cell area \(A\) and full cell height \(c\), vacuum gap included. Indices \(\alpha,\beta\) are in-plane, \(z\) is the normal, and the strain \(\varepsilon\) is measured from the current cell. With \(e_b\) the interior energy per atom and \(E_s\) the excess energy per face,
\[
E_N(\varepsilon)=N e_b(\varepsilon)+2E_s(\varepsilon),\qquad E_s=\gamma A .
\]
\[
f_{\alpha\beta}=\frac1A\frac{\partial(\gamma A)}{\partial\varepsilon_{\alpha\beta}}=\gamma\,\delta_{\alpha\beta}+\frac{\partial\gamma}{\partial\varepsilon_{\alpha\beta}} .
\]
At zero forces the clamped stress equals the derivative of the relaxed energy. With decoupled images and non-interacting faces, \(y_N\equiv c\sigma_{\alpha\beta}/2\) obeys
\[
\frac{c\,\sigma_{\alpha\beta}}{2}=f_{\alpha\beta}(\eta)+N\,s_{\alpha\beta},\qquad s_{\alpha\beta}=\frac{d\,\sigma^b_{\alpha\beta}}{2}.
\]
Here \(d\) and \(\sigma^b\) are the layer spacing and stress of bulk held in-plane and relaxed to \(\sigma^b_{zz}=0\). The misfit is \(\eta=a/a_0-1\), with \(a\) the in-plane lattice constant and \(a_0\) its equilibrium value; \(d_0=a_0/2\), and \(A_0\) is the area at \(a_0\). The naive rule \(f=c\sigma/2\) omits \(Ns\); at \(\eta=0.005\), \(N=16\), it is 54.6 % too large.

For elastic constants \(C_{11},C_{12}\) and in-plane strains \(\eta_x,\eta_y\), Hooke's law is \(\sigma_{xx}=C_{11}\eta_x+C_{12}\eta_y+C_{12}\varepsilon_{zz}\). At \(\sigma_{zz}=0\) the uniaxial coefficients are \(C_{11}-C_{12}^2/C_{11}\) (\(xx\)) and \(C_{12}-C_{12}^2/C_{11}\) (\(yy\)). For small biaxial misfit,
\[
\sigma^b=M\eta,\qquad M=C_{11}+C_{12}-\frac{2C_{12}^2}{C_{11}},\qquad d=d_0\Big(1-\frac{2C_{12}}{C_{11}}\eta\Big),\qquad s\simeq\frac{d_0M\eta}{2}=\frac{a_0M\eta}{4}.
\]

The example is a model metal with distances \(r_{ij}\) between atoms and
\[
E=\sum_i\Big[A_r\sum_{j}e^{-p(r_{ij}/r_0-1)}-\xi\sqrt{\rho_i}\Big],\qquad \rho_i=\sum_j e^{-2q(r_{ij}/r_0-1)},
\]
\(r_0=5\) bohr, \(A_r=0.004\) Ha, \(\xi=0.05\) Ha, \(p=10\), \(q=3\). It has \(a_0=6.92956\) bohr, \(d_0=3.46478\) bohr, \(A_0=24.0094\) bohr², and \(C_{11}=6.1836\times10^{-3}\), \(C_{12}=4.7051\times10^{-3}\), \(M=3.7285\times10^{-3}\) Ha/bohr³.

## Fourth failure: the wrong bulk reference

The obvious bulk correction is a cubic cell at the slab's lattice constant \(a\). That cell has \(\varepsilon_{zz}=\eta\) as well, so \(\sigma_{xx}=C_{11}\eta+C_{12}\eta+C_{12}\eta=(C_{11}+2C_{12})\eta\). It describes an unrelaxed slab whose spacings are frozen at \(a/2\), and unrelaxed slabs do give \(1.55940\times10^{-2}\) against \(C_{11}+2C_{12}=1.55939\times10^{-2}\) Ha/bohr³. Applied to a relaxed slab it leaves, at leading order, the slope
\[
\frac{d_0\eta}{2}\,\big[M-(C_{11}+2C_{12})\big]=-\frac{d_0\eta}{2}\Big(C_{12}+\frac{2C_{12}^2}{C_{11}}\Big),
\]
which has the sign opposite to \(\eta\) for \(C_{12}>0\) and vanishes as \(C_{12}\to0\), where the in-plane and normal directions decouple. At \(\eta=0.005\) the linear estimate is \(\tfrac12(3.46478)(0.005)(3.7285\times10^{-3}-1.55939\times10^{-2})=-1.03\times10^{-4}\), and the full calculation gives \(3.0102\times10^{-5}-1.30119\times10^{-4}=-1.0002\times10^{-4}\) Ha/bohr² per layer. This is more than three times the slope it was meant to remove. For \(N=16\) the result is \(1.36444\times10^{-3}-16\times1.30119\times10^{-4}=-7.17\times10^{-4}\) Ha/bohr², a surface stress of the wrong sign.

## The correction carried out

At \(\eta=0.005\) the cell has \(a=6.96421\) bohr and \(A=24.2501\) bohr². The tetragonal bulk relaxes to \(d=3.43830\) bohr with \(\sigma^b=1.75098\times10^{-5}\) Ha/bohr³, so
\[
s=\tfrac12\times3.43830\times1.75098\times10^{-5}=3.01020\times10^{-5}\ \text{Ha/bohr}^2\ \text{per layer}.
\]
For \(N=16\), \(c=81.3762\) bohr and \(\sigma_{xx}=3.35341\times10^{-5}\) Ha/bohr³ give \(y_{16}=\tfrac12\times81.3762\times3.35341\times10^{-5}=1.36444\times10^{-3}\). Subtracting \(16s=4.8163\times10^{-4}\) leaves \(f=8.8281\times10^{-4}\) Ha/bohr², or 1.374 N/m, and \(4.8163/8.8281=0.546\) is the error quoted at the start. The extra digits below, in units of \(10^{-4}\) Ha/bohr², serve only to show convergence.

| \(N\) | \(y_N\) | \(y_N-Ns\) |
|---|---|---|
| 2 | 10.12400 | 9.521960 |
| 4 | 10.02237 | 8.818291 |
| 6 | 10.63428 | 8.828155 |
| 8 | 11.23622 | 8.828053 |
| 10 | 11.83826 | 8.828054 |
| 16 | 13.64438 | 8.828054 |

The raw value falls from \(N=2\) to \(N=4\) although \(s>0\): the two-layer film has no interior, the energy split does not apply, and its corrected value is 7.9 % above the converged one. The deviation is \(-0.11\) % at \(N=4\), about 100 times smaller and of opposite sign at \(N=6\), one unit of the last printed digit at \(N=8\), and not resolved in these digits beyond that. That rate is an observation on this short-ranged model. The bulk term reaches 10 % of \(f\) at \(N=0.1f/s=8.828\times10^{-5}/3.0102\times10^{-5}=2.93\) layers, before the faces have decoupled to 0.1 %, so at this misfit no thickness makes the naive rule accurate.

Three routes agree; the subtraction and the fit share the slab stresses, while the third route does not use them. A straight-line fit to \(N=10,12,14,16\), which uses no bulk data, gives the slope \(3.010204\times10^{-5}\), tested against \(d\sigma^b/2\) to \(10^{-5}\) relative, and the intercept \(8.828054\times10^{-4}\). The third route uses energies only. A change \(d\eta\) strains the current cell by \(\varepsilon_{xx}=\varepsilon_{yy}=d\eta/(1+\eta)\), and fourfold symmetry makes the two derivatives equal, so \(\partial\gamma/\partial\varepsilon_{xx}=\tfrac12(1+\eta)\,d\gamma/d\eta\). Slabs relaxed afresh at five strains give \(\gamma=6.658633\times10^{-4}\) and \(\partial\gamma/\partial\varepsilon_{xx}=2.169421\times10^{-4}\), with sum \(8.828054\times10^{-4}\) Ha/bohr², tested against the intercept to \(10^{-5}\) relative. Because these energies include re-relaxation, this also tests the claim that the clamped stress is the relaxed derivative.

The linear formula is too coarse to be the subtraction itself. It gives \(a_0M\eta/4=3.2296\times10^{-5}\), 7.3 % above the true slope: \(M\eta=1.8643\times10^{-5}\) exceeds \(\sigma^b\) by 6.5 %, and \(d_0\) exceeds \(d\) by 0.8 %. At \(N=16\) the difference of \(2.19\times10^{-6}\) per layer accumulates to \(3.5\times10^{-5}\), or 4 % of \(f\). At this misfit the formula still serves as a diagnostic: \(\eta\simeq4s/(a_0M)=0.00466\) is 7 % below the true value. It is a leading-order estimate and becomes less accurate as the misfit grows.

## What the intercept still depends on

At \(\eta\neq0\) the intercept depends on how the thickness is counted. If the bulk region is taken as \(N-1\) spacings, then \(y_N=f+sN=(f+s)+s(N-1)\), and the intercept becomes \(8.8281\times10^{-4}+0.3010\times10^{-4}=9.1291\times10^{-4}\) Ha/bohr², 3.4 % above \(f\). The count \(Nd\) is the one that matches \(E_s=(E_N-Ne_b)/2\), in which the bulk reference holds as many atoms as the slab. At \(\eta=0\), \(s=0\) and all counts agree.

The intercept is also the surface stress of the strained surface. For biaxial strain, \(dE_s=A(f_{xx}+f_{yy})\,d\eta/(1+\eta)\) with \(f_{xx}=f_{yy}=f\) and \(A=A_0(1+\eta)^2\), so
\[
f(\eta)=\frac{(1+\eta)E_s'}{2A_0(1+\eta)^2}=\frac{E_s'(\eta)}{2A_0(1+\eta)},\qquad
\frac{df}{d\eta}=\frac{E_s''}{2A_0(1+\eta)}-\frac{E_s'}{2A_0(1+\eta)^2}.
\]
At \(\eta=0\) the last term is \(f(0)\), which gives the surface elastic coefficient \(S=E_s''(0)/(2A_0)-f(0)\) and \(f(\eta)=f(0)+S\eta+O(\eta^2)\). This shift does not grow with \(N\), and no bulk subtraction removes it. With \(E_s''(0)=0.039352\) Ha, \(S=0.039352/48.0188-8.8294\times10^{-4}=8.1951\times10^{-4}-8.8294\times10^{-4}=-6.34\times10^{-5}\) Ha/bohr². The derivative of the stress-route \(f\) gives \(-6.3429\times10^{-5}\), equal to the energy value in these five figures; the asserted tolerance was \(10^{-5}Md_0\).

The output shows that this linear correction does not help at \(\eta=0.005\). The actual shift is \(f(\eta)-f(0)=-1.30\times10^{-7}\), while \(S\eta=-3.17\times10^{-7}\) Ha/bohr². The corrected value \(8.83123\times10^{-4}\) overshoots \(f(0)=8.82936\times10^{-4}\) by \(1.87\times10^{-7}\), more than the error it was meant to remove. Since \(S\) is confirmed by two routes, the remainder belongs to higher orders in \(\eta\). These can compete because \(S\) is a near cancellation, only 7 to 8 % of either term. If the remainder is purely quadratic, its coefficient is \(1.87\times10^{-7}/(0.005)^2\approx7.5\times10^{-3}\) Ha/bohr²; that attribution was not tested. Both errors are about 0.02 % of \(f(0)\) or less, against 54.6 % for the bulk term. At this misfit the shift can be ignored in this model, and where it matters the safe course is to repeat the slabs at the better lattice constant.

## The scheme

1. Find \(a_0\) as the zero of the bulk stress, with the method and numerical settings of the slab runs and a basis converged far enough that this zero coincides with the minimum of the bulk energy; steps 2 and 4 assume the same convergence.
2. Relax symmetric slabs of several \(N\) at fixed in-plane cell. Confirm that forces and \(\sigma_{zz}\) vanish and that \(c\sigma_{\alpha\beta}\) does not change with the gap.
3. Form \(y_N=c\sigma_{\alpha\beta}/2\) with the full cell height, and fit \(y_N=f+sN\) over the thicknesses where the points lie on a line.
4. Relax a bulk cell with the slab's in-plane vectors to \(\sigma^b_{zz}=0\) (and to \(\sigma^b_{xz}=\sigma^b_{yz}=0\) where symmetry does not already enforce it), and compare \(s\) with \(d\sigma^b/2\).
5. Estimate \(\eta\) from \(4s/(a_0M)\), a leading-order form that holds for small biaxial misfit of a cubic (001) slab with \(d_0=a_0/2\), and decide whether to rerun at a corrected lattice constant.

Steps 3 and 4 are both kept because they fail differently. The subtraction needs one slab, but an error \(\delta\) in \(d\sigma^b/2\) becomes \(N\delta\) in \(f\). The fit needs no bulk run, but it extrapolates to \(N=0\). For \(n\) points with independent errors of standard deviation \(u\), least squares gives the intercept as \(\sum_k y_k[1/n-\bar N(N_k-\bar N)/D]\) with \(D=\sum_k(N_k-\bar N)^2\). Squaring and summing the weights, the cross term vanishes because \(\sum_k(N_k-\bar N)=0\), leaving the variance \(u^2(1/n+\bar N^2/D)\). For \(N=10,12,14,16\), \(\bar N=13\) and \(D=9+1+1+9=20\), so the variance is \(u^2(0.25+8.45)\) and the scatter is amplified by \(\sqrt{8.7}\approx2.9\).

In an electronic-structure calculation two effects appear that this model lacks and that were not tested here. Confinement of the conduction electrons of a metal makes \(y_N\) oscillate about the line, which feeds the amplification just derived and calls for a wider range of \(N\). Incomplete k-point sampling or basis adds a spurious stress; the part that is the same for every layer enters \(s\), so the fit removes it. The subtraction removes it only if slab and bulk share in-plane sampling and basis and, in addition, the bulk spacing is the one the slab interior adopts. A basis stress that the forces do not contain breaks this last condition: the slab interior is relaxed by forces, while step 4 relaxes the bulk to a reported \(\sigma^b_{zz}=0\) that includes the spurious part, so the two spacings no longer match, and the reported \(\sigma_{zz}\) of the relaxed slab is not zero. A disagreement in step 4 can signal such a mismatch, but the oscillations just described can also cause one. The derivation also assumes one surface structure throughout: a reconstruction or adsorption that changes with \(N\) or with strain makes \(E_s\) non-smooth, and each structure must then be treated on its own branch.

## Numbers as computed

```
r0=5.0 bohr, A_r=0.004 Ha, xi=0.05 Ha, p=10.0, q=3.0
vacuum=30.0 bohr, misfit eta=0.005
1 Ha/bohr^2 = 1556.893 N/m
a0=6.929559 bohr, d0=3.464779 bohr, A0=24.00939 bohr^2
e_b(a0)=-0.1314967 Ha
C11=6.183649e-03, C12=4.705121e-03 Ha/bohr^3
M formula=3.728544e-03, from slabs=3.728599e-03 Ha/bohr^3
2C12/C11=1.52179, from slab spacing=1.52179
C11+2C12=1.559389e-02, unrelaxed slabs=1.559401e-02 Ha/bohr^3
uniaxial xx formula=2.60354e-03, slabs=2.60354e-03 Ha/bohr^3
uniaxial yy formula=1.12501e-03, slabs=1.12502e-03 Ha/bohr^3
eta=0: slope=-1.4e-13 Ha/bohr^2 per layer
eta=0: f(0) fit=8.829357e-04 Ha/bohr^2 = 1.3746 N/m
eta=0: gamma=6.636881e-04 Ha/bohr^2 = 1.0333 N/m
eta=0: dgamma/deps=2.192476e-04, sum=8.829357e-04 Ha/bohr^2
eta=0: unrelaxed f=1.372972e-03 Ha/bohr^2 = 2.1376 N/m
E_s''(0)=0.039352 Ha
S energy=-6.342924e-05, S stress=-6.342925e-05 Ha/bohr^2
strained: a=6.964206 bohr, A=24.25009 bohr^2, d=3.438301 bohr
e_b=-0.1314893 Ha, sigma_b=1.750984e-05, M*eta=1.864272e-05 Ha/bohr^3
top spacing change (N=16)=-2.710 %
N, c [bohr], sigma_xx [Ha/bohr^3], c*sigma/2, corrected f [Ha/bohr^2]
  2  33.2720 6.085596e-05 1.012400e-03 9.521960e-04
  4  40.1162 4.996671e-05 1.002237e-03 8.818291e-04
  6  46.9932 4.525878e-05 1.063428e-03 8.828155e-04
  8  53.8698 4.171619e-05 1.123622e-03 8.828053e-04
 10  60.7464 3.897599e-05 1.183826e-03 8.828054e-04
 12  67.6230 3.679309e-05 1.244030e-03 8.828054e-04
 14  74.4996 3.501317e-05 1.304234e-03 8.828054e-04
 16  81.3762 3.353408e-05 1.364438e-03 8.828054e-04
fit slope=3.010204e-05, d*sigma_b/2=3.010204e-05 Ha/bohr^2 per layer
linear slope a0*M*eta/4=3.229646e-05 Ha/bohr^2 per layer
slope = 0.0469 N/m per layer
fit intercept f(eta)=8.828054e-04 Ha/bohr^2 = 1.3744 N/m
gamma=6.658633e-04, dgamma/deps=2.169421e-04, sum=8.828054e-04 Ha/bohr^2
raw N=16 value=2.1243 N/m, error=54.6 %
cubic-reference term=1.301192e-04 Ha/bohr^2 per layer
leftover slope, cubic reference=-1.000171e-04 Ha/bohr^2 per layer
N=16 with cubic reference=-7.174688e-04 Ha/bohr^2
intercept with (N-1)d counting=9.129074e-04 Ha/bohr^2
eta estimated 4s/(a0 M)=0.00466
f(eta)-f(0)=-1.30324e-07, S*eta=-3.17146e-07 Ha/bohr^2
f(eta)-S*eta=8.831225e-04 Ha/bohr^2 = 1.3749 N/m
N at which bulk term is 10% of f: 2.93 layers
N=10: gap, c [bohr], sigma_xx [Ha/bohr^3], c*sigma/2 [Ha/bohr^2]
  6.0  36.7464 6.371095e-05 1.17057441e-03
  8.0  38.7464 6.103768e-05 1.18249548e-03
 30.0  60.7464 3.897599e-05 1.18382581e-03
 40.0  70.7464 3.346674e-05 1.18382581e-03
```
